# Bloch bands and degeneracies of the complex potential V0 exp(iGx): a numerical check

```python
"""
Result under test: for H = p^2/2m + V0 exp(iGx), G = 2 pi/a, the Bloch energies
are exactly the free ones hbar^2 (k+nG)^2/2m, and where two free levels meet the
level is defective (one eigenvector, Jordan block of size two). At k = G/2 the
lowest such block has energy EB = hbar^2 (G/2)^2/2m and coupling V0.
Symbols: a period, k Bloch wave number, n plane-wave index, q = k+nG,
nu = 2q/G, u eigenvector and w generalized vector of the lowest block.
Energies in eV, lengths in nm, times in fs.
"""
import numpy as np
from math import factorial
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import jv, poch, mathieu_a, mathieu_b

a, V0 = 0.5, 0.5
G = 2 * np.pi / a
kin = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m in eV nm^2
hbar = sc.hbar / sc.e * 1e15                       # eV fs
EB = kin * (G / 2)**2
ns = np.arange(-5, 6)
pos = {int(n): i for i, n in enumerate(ns)}


def potential(x, forward, backward=0.0):
    return forward * np.exp(1j * G * x) + backward * np.exp(-1j * G * x)


def bloch_matrix(k, forward=V0, backward=0.0):
    """Plane-wave matrix, potential elements by quadrature over one cell."""
    x = np.arange(64) * a / 64
    v = potential(x, forward, backward)
    vm = np.array([[np.mean(v * np.exp(-1j * (m - n) * G * x)) for n in ns]
                   for m in ns])
    return vm + np.diag(kin * (k + ns * G)**2)


def cell_matrix(E, forward=V0, backward=0.0):
    """Transfer matrix of (psi, a psi') over one cell, by integration."""
    def rhs(x, y):
        f = (potential(x, forward, backward) - E) / kin * a
        return np.array([y[2] / a, y[3] / a, f * y[0], f * y[1]])
    sol = solve_ivp(rhs, (0, a), np.array([1, 0, 0, 1], complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    return sol.y[:, -1].reshape(2, 2)


print(f"period a = {a} nm, V0 = {V0} eV, G = {G:.4f} 1/nm")
print(f"zone-boundary energy EB = {EB:.5f} eV, V0/EB = {V0/EB:.5f}")

# the potential couples each plane wave only to the next higher one
off = bloch_matrix(0.0) - np.diag(kin * (ns * G)**2)
assert np.allclose(off, V0 * np.eye(len(ns), k=-1), atol=1e-12)

# real space: trace of the cell matrix is the free one for any energy and V0
worst = 0.0
for strength in (V0, 5.0):
    for E in (-0.7, 0.4, EB, 3.0, 2 + 0.5j, 9.0):
        free = 2 * np.cos(a * np.sqrt(complex(E) / kin))
        worst = max(worst, abs(np.trace(cell_matrix(E, strength)) - free))
assert worst < 1e-7
print(f"largest deviation of cell trace from free value = {worst:.1e}")
cos_trace = np.trace(cell_matrix(EB, V0 / 2, V0 / 2)).real
assert cos_trace < -2.01                            # a real cosine has a gap
print(f"cell trace at EB for real potential V0 cos(Gx) = {cos_trace:.4f}")

# band energies at k = 0.3 G from the cell integration
k = 0.3 * G
for n in (0, -1, 1):
    free = kin * (k + n * G)**2
    root = brentq(lambda E: np.trace(cell_matrix(E)).real - 2*np.cos(k*a),
                  0.9 * free, 1.1 * free, xtol=1e-11)
    assert abs(root - free) < 1e-6
    print(f"k=0.3G, n={n:2d}: free {free:.6f} eV, integrated {root:.6f} eV")

# eigenvectors: closed coefficients and Bessel function against diagonalization
vals, vecs = np.linalg.eig(bloch_matrix(k))
xs = np.linspace(-0.45 * a, 0.45 * a, 13)
for n in (0, -1):
    nu = 2 * (k + n * G) / G
    vec = vecs[:, np.argmin(abs(vals - kin * (k + n * G)**2))]
    vec = vec / vec[pos[n]]
    for j in range(4):
        c = (-V0 / (4 * EB))**j / (factorial(j) * poch(nu + 1, j))
        assert abs(vec[pos[n + j]] - c) < 1e-10
        if n == 0 and j in (1, 2):
            print(f"k=0.3G, lowest state: c_{j}/c_0 = {c:.6f}")
    psi = np.exp(1j * np.outer(xs, k + ns * G)) @ vec
    bes = jv(nu, np.sqrt(V0 / EB) * np.exp(1j * G * xs / 2))
    assert np.allclose(psi / psi[6], bes / bes[6], atol=1e-9)

# one Bloch solution only at the meeting energies, two for the free particle
for N, sign in ((1, -1), (2, 1), (3, -1)):
    D = cell_matrix(N**2 * EB) - sign * np.eye(2)
    D0 = cell_matrix(N**2 * EB, 0.0) - sign * np.eye(2)
    assert np.linalg.norm(D) > 1e-4 and np.linalg.norm(D @ D) < 1e-7
    assert np.linalg.norm(D0) < 1e-7
    if N == 1:
        print(f"norm of (cell matrix + 1) at EB = {np.linalg.norm(D):.4f}")

# Jordan blocks: ranks and coupling from singular vectors of the full matrix
for N, kk, low, high in ((1, G/2, -1, 0), (2, 0.0, -1, 1), (3, G/2, -2, 1)):
    A = bloch_matrix(kk) - N**2 * EB * np.eye(len(ns))
    U, s1, Vh1 = np.linalg.svd(A)
    _, s2, Vh2 = np.linalg.svd(A @ A)
    beta = V0**N / ((4 * EB)**(N - 1) * factorial(N - 1)**2)
    assert s1[-1] < 1e-10 and s1[-2] > 0.5 * beta   # one eigenvector
    assert s2[-2] < 1e-8 and s2[-3] > 1.0           # two generalized vectors
    assert abs(U[:, -1].conj() @ Vh1[-1].conj()) < 1e-9
    Q = Vh2[-2:].conj().T
    gen = Q @ Q[pos[low]].conj()
    gen = gen / gen[pos[low]]
    found = (A @ gen)[pos[high]]
    assert abs(found - beta) < 1e-7 * beta + 1e-11
    print(f"block N={N}: energy {N**2*EB:.4f} eV, coupling {found.real:.6f} eV")

# Jordan pair at k = G/2, checked by finite differences in real space
levels = {n: kin * (G / 2 + n * G)**2 for n in range(-1, 9)}
u, w = {-1: 0.0, 0: 1.0}, {-1: 1.0, 0: 0.0}
for n in range(1, 9):
    u[n] = V0 * u[n - 1] / (EB - levels[n])
    w[n] = V0 * (u[n] - w[n - 1]) / (levels[n] - EB)


def wave(coef, x):
    return sum(c * np.exp(1j * (G / 2 + n * G) * x) for n, c in coef.items())


def h_minus_eb(coef, x, h=a / 400):
    f = [wave(coef, x + j * h) for j in (-2, -1, 0, 1, 2)]
    second = (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12 * h * h)
    return -kin * second + (potential(x, V0) - EB) * f[2]


assert np.max(abs(h_minus_eb(u, xs))) < 1e-5
assert np.max(abs(h_minus_eb(w, xs) - V0 * wave(u, xs))) < 1e-5
print(f"eigenvector u: u_0 = 1, u_1 = {u[1]:.6f}, u_2 = {u[2]:.6f}")
print(f"generalized w: w_-1 = 1, w_0 = 0, w_1 = {w[1]:.6f}, w_2 = {w[2]:.6f}")

# merging of the two eigenvectors as k approaches G/2 from below
overlaps = []
for frac in (0.1, 0.01, 0.001):
    k = G / 2 - frac * G
    vals, vecs = np.linalg.eig(bloch_matrix(k))
    lo = vecs[:, np.argmin(abs(vals - kin * k**2))]
    up = vecs[:, np.argmin(abs(vals - kin * (k - G)**2))]
    ratio = (up[pos[0]] / up[pos[-1]]).real
    assert abs(ratio / (V0 / (8 * EB * frac)) - 1) < 1e-6
    ov = abs(np.vdot(lo, up)) / np.linalg.norm(lo) / np.linalg.norm(up)
    overlaps.append(ov)
    print(f"kappa={frac}G: level distance {8*EB*frac:.5f} eV, "
          f"c_0/c_-1 {ratio:.4f}, overlap {ov:.6f}")
assert overlaps[0] < overlaps[1] < overlaps[2] and overlaps[2] > 0.999

# one-way linear growth at the zone boundary
H = bloch_matrix(G / 2)
for t in (1.0, 5.0, 10.0):
    prop = expm(-1j * H * t / hbar)
    c = prop[:, pos[-1]]
    expected = -1j * V0 * t / hbar * np.exp(-1j * EB * t / hbar)
    assert abs(c[pos[0]] - expected) < 1e-7
    assert abs(abs(c[pos[-1]]) - 1) < 1e-8
    assert abs(prop[pos[-1], pos[0]]) < 1e-8
    print(f"t={t:4.1f} fs: |c_0| = {abs(c[pos[0]]):.4f}, "
          f"total norm squared = {np.sum(abs(c)**2):.4f}")

# mismatch d between parts: V = V0 [cos(Gx) + i (1-d) sin(Gx)]
for d in (0.01, -0.01, 1.0):
    vp, vm = V0 * (1 - d / 2), V0 * d / 2
    vals = np.linalg.eigvals(bloch_matrix(G / 2, vp, vm))
    pair = vals[np.argsort(abs(vals - EB))[:2]]
    split = pair[0] - pair[1]
    two_wave = 2 * np.sqrt(complex(vp * vm))
    assert abs(abs(split) / abs(two_wave) - 1) < 2e-3
    if d > 0:
        par = np.sqrt(vp * vm) / EB
        exact = EB * (mathieu_a(1, par) - mathieu_b(1, par))
        assert abs(split.imag) < 1e-8 and abs(abs(split.real) - exact) < 1e-7
    else:
        assert abs(split.real) < 1e-7 and abs(split.imag) > 0.01
    print(f"mismatch d={d:5.2f}: V+ {vp:.5f} eV, V- {vm:.5f} eV, splitting "
          f"Re {abs(split.real):.5f} Im {abs(split.imag):.5f} eV, "
          f"two-wave {abs(two_wave):.5f} eV")

print("all assertions hold")
```

Printed output:

```
period a = 0.5 nm, V0 = 0.5 eV, G = 12.5664 1/nm
zone-boundary energy EB = 1.50412 eV, V0/EB = 0.33242
largest deviation of cell trace from free value = 6.3e-12
cell trace at EB for real potential V0 cos(Gx) = -2.0681
k=0.3G, n= 0: free 0.541483 eV, integrated 0.541483 eV
k=0.3G, n=-1: free 2.948076 eV, integrated 2.948076 eV
k=0.3G, n= 1: free 10.167856 eV, integrated 10.167856 eV
k=0.3G, lowest state: c_1/c_0 = -0.051941
k=0.3G, lowest state: c_2/c_0 = 0.000830
norm of (cell matrix + 1) at EB = 0.7090
block N=1: energy 1.5041 eV, coupling 0.500000 eV
block N=2: energy 6.0165 eV, coupling 0.041553 eV
block N=3: energy 13.5371 eV, coupling 0.000863 eV
eigenvector u: u_0 = 1, u_1 = -0.041553, u_2 = 0.000576
generalized w: w_-1 = 1, w_0 = 0, w_1 = -0.001727, w_2 = 0.000032
kappa=0.1G: level distance 1.20330 eV, c_0/c_-1 0.4155, overlap 0.384152
kappa=0.01G: level distance 0.12033 eV, c_0/c_-1 4.1553, overlap 0.972289
kappa=0.001G: level distance 0.01203 eV, c_0/c_-1 41.5525, overlap 0.999711
t= 1.0 fs: |c_0| = 0.7596, total norm squared = 1.5781
t= 5.0 fs: |c_0| = 3.7982, total norm squared = 15.4512
t=10.0 fs: |c_0| = 7.5963, total norm squared = 58.8034
mismatch d= 0.01: V+ 0.49750 eV, V- 0.00250 eV, splitting Re 0.07053 Im 0.00000 eV, two-wave 0.07053 eV
mismatch d=-0.01: V+ 0.50250 eV, V- -0.00250 eV, splitting Re 0.00000 Im 0.07089 eV, two-wave 0.07089 eV
mismatch d= 1.00: V+ 0.25000 eV, V- 0.25000 eV, splitting Re 0.49978 Im 0.00000 eV, two-wave 0.50000 eV
all assertions hold
```
